# The Wang-Teter kinetic kernel from Lindhard response and its FFT evaluation, part 1

(Sections cited here and not found follow in the second part.)

## What fails with local and gradient terms alone

Orbital-free density functional theory needs the noninteracting kinetic energy $T_s$ as an explicit functional of the density $\rho$. The two simplest ingredients, the Thomas-Fermi term $T_{TF}$ and the von Weizsäcker term $T_{vW}$, assign the wrong energy cost to a density ripple. For the model treated at the end, an electron gas at $r_s=2$ bohr with an 18 percent cosine modulation, $T_{TF}$ gives a kinetic energy change 72 percent below the exact change, $T_{TF}+T_{vW}/9$ one 59 percent below, and $T_{TF}+T_{vW}$ one 49 percent above. No fixed weight $\lambda$ in $T_{TF}+\lambda T_{vW}$ cures this at all wavelengths: the series derived below show that long waves need $\lambda=1/9$ and short waves $\lambda=1$. The Wang-Teter functional adds a nonlocal term built so that the cost of a weak ripple on the uniform gas is exact at every wavevector.

## Conventions

Hartree atomic units, spin-unpolarized electrons and zero temperature are used. The cell is periodic with volume $\Omega$ and holds $N$ electrons. Define

$$\rho_0=\frac N\Omega,\quad k_F=(3\pi^2\rho_0)^{1/3},\quad \eta=\frac{q}{2k_F},\quad C_{TF}=\tfrac{3}{10}(3\pi^2)^{2/3}.$$

Periodic functions are expanded as $f(\mathbf r)=\sum_{\mathbf G}f_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, so that $\int_\Omega f^*g=\Omega\sum_{\mathbf G}f^*_{\mathbf G}g_{\mathbf G}$ (Parseval). A kernel is transformed over all space, $w(q)=\int w(r)e^{-i\mathbf q\cdot\mathbf r}d^3r$. The functional is $T=T_{TF}+T_{vW}+T_{NL}$ with

$$T_{TF}=C_{TF}\!\int_\Omega\!\rho^{5/3},\qquad T_{vW}=\frac18\!\int_\Omega\!\frac{|\nabla\rho|^2}{\rho},$$
$$T_{NL}=C_{TF}\!\int_\Omega\! d^3r\!\int\! d^3r'\,\rho^\alpha(\mathbf r)\,w(|\mathbf r-\mathbf r'|)\,\rho^\beta(\mathbf r'),$$

where $\alpha,\beta>0$ and $w$ is isotropic and depends on the density through $\rho_0$ alone. Since $\int w(|\mathbf r-\mathbf r'|)e^{i\mathbf G\cdot\mathbf r'}d^3r'=w(G)e^{i\mathbf G\cdot\mathbf r}$, Parseval gives

$$T_{NL}=C_{TF}\,\Omega\sum_{\mathbf G}(\rho^\alpha)^*_{\mathbf G}\,w(G)\,(\rho^\beta)_{\mathbf G}.\tag1$$

## The second variation of $T_s$ is the inverse response

Write $\rho=\rho_0+\delta\rho$ at fixed $N$, so $\delta\rho_{\mathbf G=0}=0$. By translational invariance the first functional derivative at $\rho_0$ is a constant, which multiplies $\int\delta\rho=0$, and the second is diagonal in $\mathbf G$:

$$T[\rho]=T[\rho_0]+\frac\Omega2\sum_{\mathbf G\ne0}K(G)|\delta\rho_{\mathbf G}|^2+O(\delta\rho^3).\tag2$$

For $\delta\rho=A\cos(\mathbf q\cdot\mathbf r)$ the two components are $A/2$ each, and $\Delta T=\Omega KA^2/4$.

The ground-state density of noninteracting electrons in a potential $v$ minimizes $T_s+\int v\rho$ at fixed $N$, so $\delta T_s/\delta\rho+v=\mu$. For a weak $v$, the $\mathbf q\neq0$ component of this equation is $K_s(q)\,\delta\rho_{\mathbf q}+v_{\mathbf q}=0$ to first order, because $\mu$ is a constant. The response function is defined by $\delta\rho_{\mathbf q}=\chi(q)v_{\mathbf q}$. Hence

$$K_s(q)=-\frac1{\chi(q)}.\tag3$$

## The Lindhard function

Let $v=v_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$ and $\varepsilon_{\mathbf k}=k^2/2$. First-order perturbation theory gives

$$\psi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt\Omega}\left[1+\frac{v_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}+\frac{v^*_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}}\right].$$

The first-order energy shift $\langle\mathbf k|v|\mathbf k\rangle$ is zero, so the occupations stay those of the Fermi sphere. In $|\psi_{\mathbf k}|^2$ the coefficient of $e^{i\mathbf q\cdot\mathbf r}$ comes from the second term and from the conjugate of the third: $(v_{\mathbf q}/\Omega)[(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q})^{-1}+(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q})^{-1}]$. Where a denominator vanishes, $\mathbf k$ and $\mathbf k+\mathbf q$ have equal energy and are both occupied; the first term for $\mathbf k$ then cancels the second term for $\mathbf k+\mathbf q$. A symmetric slab around the pole may therefore be cut from both sums, which is the principal value. The map $\mathbf k\to-\mathbf k$ makes the two sums equal. With a factor 2 for spin and $\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=q^2/2+\mathbf k\cdot\mathbf q$,

$$\chi(q)=-4\,\mathrm P\!\!\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\,\frac1{q^2/2+\mathbf k\cdot\mathbf q}.$$

Let $x$ be the component of $\mathbf k$ along $\mathbf q$ and $a=q/2$. The slice at $x$ is a disc of area $\pi(k_F^2-x^2)$ and the denominator is $q(x+a)$. Using $k_F^2-x^2=(k_F^2-a^2)-(x-a)(x+a)$,

$$\mathrm P\!\!\int_{-k_F}^{k_F}\!\frac{k_F^2-x^2}{x+a}dx=(k_F^2-a^2)\ln\left|\frac{k_F+a}{k_F-a}\right|+2ak_F .$$

The prefactor is $-4\pi/(8\pi^3q)=-1/(2\pi^2q)$. Inserting $a=\eta k_F$ and $q=2\eta k_F$,

$$\chi=-\frac{k_F}{\pi^2}L(\eta),\qquad L=\frac12+\frac{1-\eta^2}{4\eta}\,\ell,\qquad \ell=\ln\left|\frac{1+\eta}{1-\eta}\right|,\tag4$$

and $K_s=(\pi^2/k_F)/L$.

## Second variations of the three terms

Thomas-Fermi. The quadratic term of $\rho^{5/3}$ is $\frac12\cdot\frac53\cdot\frac23\rho_0^{-1/3}\delta\rho^2$, so (2) gives $K_{TF}=\frac{10}9C_{TF}\rho_0^{-1/3}$. With $C_{TF}=\frac3{10}k_F^2\rho_0^{-2/3}$ this is $k_F^2/(3\rho_0)$, and $\rho_0=k_F^3/(3\pi^2)$ turns it into $K_{TF}=\pi^2/k_F$.

Von Weizsäcker. The numerator is already of second order, so the denominator is $\rho_0$: $T_{vW}\simeq(\Omega/8\rho_0)\sum G^2|\delta\rho_{\mathbf G}|^2$. Thus $K_{vW}=q^2/(4\rho_0)=4k_F^2\eta^2\cdot3\pi^2/(4k_F^3)=(\pi^2/k_F)\,3\eta^2$.

Nonlocal term. Expand $\rho^\alpha=\rho_0^\alpha+\alpha\rho_0^{\alpha-1}\delta\rho+\frac12\alpha(\alpha-1)\rho_0^{\alpha-2}\delta\rho^2$, and likewise for $\beta$. In (1), a term with $\mathbf G\ne0$ is a product of two first-order pieces, $\alpha\beta\rho_0^{\alpha+\beta-2}w(G)|\delta\rho_{\mathbf G}|^2$. The $\mathbf G=0$ term is a product of cell averages, in which the linear pieces vanish:

$$w(0)\left[\rho_0^{\alpha+\beta}+\tfrac12\big(\alpha(\alpha-1)+\beta(\beta-1)\big)\rho_0^{\alpha+\beta-2}\sum_{\mathbf G\neq0}|\delta\rho_{\mathbf G}|^2\right].$$

Comparison with (2) gives

$$K_{NL}(q)=C_{TF}\rho_0^{\alpha+\beta-2}\big[2\alpha\beta\,w(q)+\big(\alpha(\alpha-1)+\beta(\beta-1)\big)w(0)\big].\tag5$$

## Matching

The condition $K_{TF}+K_{vW}+K_{NL}=K_s$ reads

$$K_{NL}=\frac{\pi^2}{k_F}F(\eta),\qquad F(\eta)=\frac1{L(\eta)}-1-3\eta^2 .$$

The value $w(0)$ is fixed by the uniform gas. There $T_{TF}=\frac35N\cdot\frac12k_F^2$ is the full kinetic energy and $T_{vW}=0$, while $T_{NL}=C_{TF}\Omega\rho_0^{\alpha+\beta}w(0)$, so $w(0)=0$. The response condition agrees with this. Since $F(0)=0$ (next part), a kernel continuous at $q=0$ must satisfy $[2\alpha\beta+\alpha^2+\beta^2-\alpha-\beta]\,w(0)=(\alpha+\beta)(\alpha+\beta-1)w(0)=0$, which forces $w(0)=0$ unless $\alpha+\beta=1$; in that case the uniform-gas condition is needed. With $\pi^2/k_F=\frac{10}9C_{TF}\rho_0^{-1/3}$, equation (5) yields

$$w(q)=\frac{5}{9\alpha\beta}\,\rho_0^{5/3-\alpha-\beta}\,F(\eta).\tag6$$

Linear response and the uniform-gas condition together fix $w$ once the exponents are given; they do not fix the exponents. The Perrot functional ($\alpha=\beta=1$) and the Smargiassi-Madden functional ($\alpha=\beta=\frac12$) have the same $K$. Dimensional scaling does not select a pair either. Under $\rho\to\lambda^3\rho(\lambda\mathbf r)$, $\Omega\to\Omega/\lambda^3$, both $G$ and $k_F$ grow by $\lambda$, so $\eta$ is unchanged, and (1) acquires $\lambda^{-3}\lambda^{3\alpha+3\beta}\lambda^{5-3\alpha-3\beta}=\lambda^2$, the scaling of a kinetic energy, for any $\alpha,\beta$. The choice $\alpha+\beta=5/3$ removes the power of $\rho_0$ from (6), and the symmetric pair with that sum is the Wang-Teter choice $\alpha=\beta=5/6$. Then $5/(9\cdot\frac{25}{36})=\frac45$ and

$$w(q)=\tfrac45F(\eta),\qquad T_{NL}=C_{TF}\Omega\sum_{\mathbf G}w(G)\,|\phi_{\mathbf G}|^2,\qquad\phi=\rho^{5/6}.\tag7$$

The numerical check tests (4) against quadrature of the defining integral, and (5) and (6) by finite-difference second derivatives on a three-dimensional grid for four exponent pairs, with and without an artificial $w(0)$. At $\eta=0.8047$ the Wang-Teter Hessian and $-1/\chi$ are both 13.8335 Ha bohr$^3$.

## Series, sign and shape of $F$

For $\eta<1$, $\ell=2\sum_{j\ge0}\eta^{2j+1}/(2j+1)$. Then

$$\frac{1-\eta^2}{4\eta}\ell=\frac12\Big[1+\sum_{k\ge1}\eta^{2k}\Big(\frac1{2k+1}-\frac1{2k-1}\Big)\Big]=\frac12-\sum_{k\ge1}\frac{\eta^{2k}}{4k^2-1}.$$

So $L=1-s$ with $s=\sum_{k\ge1}\eta^{2k}/(4k^2-1)=\eta^2/3+\eta^4/15+\dots$ For $\eta>1$ set $u=1/\eta$. The logarithm has the same series in $u$, and $(1-\eta^2)/(4\eta)=-(1-u^2)/(4u)$, so the same expression enters with the opposite sign: $L=\sum_{k\ge1}u^{2k}/(4k^2-1)=\frac{u^2}3(1+\sigma)$, with $\sigma=u^2/5+3u^4/35+\dots$

Small $\eta$: $1/L=1+s+s^2+\dots=1+\frac13\eta^2+(\frac1{15}+\frac19)\eta^4+\dots$, hence
$$F=-\tfrac83\eta^2+\tfrac8{45}\eta^4+\dots$$
Large $\eta$: $1/L=3\eta^2(1-\sigma+\sigma^2-\dots)=3\eta^2-\frac35+3(\frac1{25}-\frac3{35})u^2+\dots$, hence
$$F=-\tfrac85-\tfrac{24}{175}\eta^{-2}+\dots$$

The functional $T_{TF}+\lambda T_{vW}$ has $K\propto1+3\lambda\eta^2$. Matching $1+\eta^2/3$ needs $\lambda=1/9$; matching $3\eta^2$ needs $\lambda=1$, and even then the constant is $+1$ where it should be $-3/5$. The same series give forms of $F$ in which the large terms are cancelled analytically, $F=s/(1-s)-3\eta^2$ and $F=-3\eta^2\sigma/(1+\sigma)-1$. The first, for $\eta<1$, avoids subtracting 1 from a nearly equal $1/L$ at small $\eta$; the second, for $\eta>1$, avoids subtracting $3\eta^2$ from a nearly equal $1/L$ at the large $G$ of a fine grid.

$F$ is negative for all $\eta>0$. As $L>0$, the claim is $(1+3\eta^2)L>1$. For $\eta\le1$, $\eta^{2k}\le\eta^2$ and the telescoping sum $\sum_k(4k^2-1)^{-1}=\frac12$ give $L\ge1-\eta^2/2$, and $(1+3\eta^2)(1-\eta^2/2)-1=\eta^2(5-3\eta^2)/2>0$. For $\eta>1$, $(1+3\eta^2)L=L+1+\sigma>1$. By (7), $T_{NL}\le0$ for every density: the kernel removes the excess stiffness of $T_{TF}+T_{vW}$.

At $\eta=1$, $L=\frac12$ and $F=-2$. The derivative follows from $\frac{d}{d\eta}\frac{1-\eta^2}{4\eta}=-\frac{1+\eta^2}{4\eta^2}$ and $\ell'=2/(1-\eta^2)$:

$$L'=\frac1{2\eta}-\frac{1+\eta^2}{4\eta^2}\ell,\qquad F'=-\frac{L'}{L^2}-6\eta.\tag8$$

As $\eta\to1$, $\ell\to\infty$ and $F'\to+\infty$, so $F$ lies below $-2$ just under $\eta=1$; the computed minimum is $-2.051$ at $\eta=0.978$.

| $\eta$ | $L$ | $F$ | $w$ |
|---|---|---|---|
| 0.25 | 0.9789 | −0.1659 | −0.1328 |
| 0.50 | 0.9120 | −0.6535 | −0.5228 |
| 1.00 | 0.5000 | −2.0000 | −1.6000 |
| 2.00 | 0.0880 | −1.6390 | −1.3112 |
| 5.00 | 0.0134 | −1.6056 | −1.2845 |

## Limits at finite amplitude

Slow variation. If every significant $\phi_{\mathbf G}$ has $\eta\ll1$, then $w\simeq\frac45(-\frac83)G^2/(4k_F^2)=-\frac8{15}G^2/k_F^2$ and $\Omega\sum G^2|\phi_{\mathbf G}|^2=\int|\nabla\phi|^2=\frac{25}{36}\int\rho^{-1/3}|\nabla\rho|^2$. With $C_{TF}/k_F^2=\frac3{10}\rho_0^{-2/3}$ the coefficient is $\frac8{15}\cdot\frac3{10}\cdot\frac{25}{36}=\frac19$:

$$T_{NL}\to-\frac89\int\Big(\frac\rho{\rho_0}\Big)^{2/3}\frac{|\nabla\rho|^2}{8\rho}.$$

Compare the gradient expansion, assumed to exist. A term $\int g(\rho)|\nabla\rho|^2$ has $K=2g(\rho_0)q^2$; this must equal the $\eta^2/3$ term of $K_s$, which is $q^2/(36\rho_0)$, at every $\rho_0$, so $g=1/(72\rho)$, that is $T_{vW}/9$. The Wang-Teter gradient weight is $1-\frac89(\rho/\rho_0)^{2/3}$. It equals $1/9$ where $\rho=\rho_0$, is larger where the density is lower, and is negative where $\rho>(9/8)^{3/2}\rho_0$. The factor $(\rho/\rho_0)^{2/3}$ is the square of the local Fermi wavevector $(3\pi^2\rho)^{1/3}$ over the average $k_F$ that enters $\eta$. It depends on the exponents: for general $\alpha,\beta$, $\Omega\sum G^2(\rho^\alpha)^*_{\mathbf G}(\rho^\beta)_{\mathbf G}=\alpha\beta\int\rho^{\alpha+\beta-2}|\nabla\rho|^2$ and (6) give the coefficient $-\frac19\rho_0^{1-\alpha-\beta}$, so the weight is $1-\frac89(\rho/\rho_0)^{\alpha+\beta-1}$, which is $1/9$ at every density only for $\alpha+\beta=1$.

Fast variation. If every significant $\phi_{\mathbf G\ne0}$ has $\eta\gg1$, then $w\simeq-\frac{32}{25}$, and Parseval with the $\mathbf G=0$ term left out gives

$$T_{NL}\to-\tfrac{32}{25}C_{TF}\Big[\int\rho^{5/3}-\Omega\langle\rho^{5/6}\rangle^2\Big].$$

For a 50 percent cosine modulation the ratio of $T_{NL}$ to these limits is 0.999993 at $\eta=0.01$ and 1.000034 at $\eta=50$.

The second limit shows the failure for isolated systems. Put a localized density in a growing cell. Then $k_F\to0$, each fixed wavevector moves to $\eta\to\infty$, and $\Omega\langle\phi\rangle^2=(\int\phi)^2/\Omega\to0$, so $T\to T_{vW}-\frac7{25}T_{TF}$; at finite $\Omega$ the kernel depends on the amount of vacuum through $k_F$. For two electrons in one real orbital $\sqrt{\rho/2}$, $T_s=\frac12\int|\nabla\sqrt\rho|^2=T_{vW}$, so in that case the limit is too low by $\frac7{25}T_{TF}$. The functional presupposes a density that stays near a meaningful $\rho_0$.

Linear response and the uniform-gas condition have fixed the Wang-Teter kernel once the exponents are chosen, and its limits show that the functional presupposes a density near a meaningful $\rho_0$. What remains is the kernel's real-space form, the evaluation of energy and potential by FFT, the order of the error, and the worked example at $r_s=2$ bohr.
